\section*{Nitrogen-atom titration by nitric oxide in a flow tube}

\section*{The question}

Nitrogen gas leaves a discharge carrying free N atoms and flows down a long tube. Nitric oxide is added at $z=0$, and the atoms are consumed by
\begin{equation}
\mathrm{N}+\mathrm{NO}\longrightarrow \mathrm{N_2}+\mathrm{O}.
\end{equation}
Let $N(z)$ and $M(z)$ be the number densities of N and NO, and $N_0$ and $M_0$ their values at $z=0$, after the added gas has mixed in. Unless a part says otherwise, assume steady flow at a uniform speed $v$, constant temperature and pressure, perfect mixing over the cross-section, no axial diffusion, and no loss of N or NO except this reaction. Its rate per unit volume is $kNM$.

For numbers, use these round values, roughly typical of a nitrogen afterglow tube: pressure 2 Torr, temperature 300 K, tube radius $R=1.25$ cm, length $L=60$ cm, $v=1000$ cm/s, $N_0=1.0\times10^{13}$ cm$^{-3}$ and $k=3.0\times10^{-11}$ cm$^3$/s.

\section*{Part (a): the balance equations}

\textbf{Question.} Derive the equations for $N(z)$ and $M(z)$, and find a combination of the two densities that does not change along the tube.

\textbf{Answer.} Take a fixed slice of the tube between $z$ and $z+dz$, with cross-sectional area $A$. Per unit time $vA\,N(z)$ atoms enter, $vA\,N(z+dz)$ leave, and $kNM\,A\,dz$ react. In steady state the number inside is constant, so
\begin{equation}
vA\,N(z)-vA\,N(z+dz)-kNM\,A\,dz=0 .
\end{equation}
Dividing by $A\,dz$ and letting $dz\to0$ gives the first equation below. Each reaction also removes one NO molecule, which gives the second:
\begin{equation}
v\frac{dN}{dz}=-kNM,\qquad v\frac{dM}{dz}=-kNM. \label{eq:balance}
\end{equation}
Subtracting them,
\begin{equation}
\frac{d}{dz}(N-M)=0,\qquad N-M=N_0-M_0\equiv\Delta .
\end{equation}
The difference $\Delta$ is fixed by the dosing. It is positive if N is in excess and negative if NO is in excess.

\section*{Part (b): equal dosing}

\textbf{Question.} The NO flow is set so that $M_0=N_0$. Find $N(z)$. Decide whether the decay is exponential, and find the distances over which $N$ successively halves.

\textbf{Answer.} Now $\Delta=0$, so $M=N$ at every $z$, and (\ref{eq:balance}) becomes $v\,dN/dz=-kN^2$. Dividing by $-vN^2$ turns the left side into the derivative of $1/N$:
\begin{equation}
\frac{d}{dz}\frac1N=-\frac1{N^2}\frac{dN}{dz}=\frac kv .
\end{equation}
Integrating from the inlet,
\begin{equation}
\frac1N=\frac1{N_0}+\frac{kz}{v},\qquad
N(z)=\frac{N_0}{1+x},\qquad x\equiv\frac{kN_0z}{v}. \label{eq:equal}
\end{equation}
For $x\gg1$ this tends to $v/(kz)$. The decay is algebraic with power $-1$, and the inlet density has dropped out of the leading term.

No exponential can describe this tail. For any $\alpha>0$ the product $e^{\alpha z}N(z)$ grows without bound, so $N$ eventually exceeds every decaying exponential. The reason is that an N atom reacts at the rate $kM$ per unit time. With equal dosing its reaction partners run out together with the atoms, and this rate falls towards zero. An exponential would need a constant rate.

The density reaches $N_0/2^j$ at $x=2^j-1$. The $j$th halving therefore takes
\begin{equation}
\Delta x_j=(2^j-1)-(2^{j-1}-1)=2^{j-1},
\end{equation}
twice the distance of the one before. The unit of length is
\begin{equation}
\ell=\frac{v}{kN_0}=\frac{1000}{(3.0\times10^{-11})(1.0\times10^{13})}\ \mathrm{cm}=3.33\ \mathrm{cm},
\end{equation}
so the first four halvings take 3.33, 6.67, 13.3 and 26.7 cm. At the exit $x=60/3.33=18$, and
\begin{equation}
N(L)=\frac{1.0\times10^{13}}{19}\ \mathrm{cm^{-3}}=5.3\times10^{11}\ \mathrm{cm^{-3}} .
\end{equation}
About 5\% of the atoms survive. The asymptote $v/(kL)=5.6\times10^{11}$ cm$^{-3}$ is already close.

\section*{Part (c): unequal dosing}

\textbf{Question.} Solve for $N(z)$ when $M_0\ne N_0$. Describe the behaviour far downstream for both signs of $\Delta$, and recover part (b) as a limit. Compare the exit densities for equal dosing, 10\% excess NO and twice as much NO as N, with $N_0$ held fixed.

\textbf{Answer.} Put $M=N-\Delta$ in (\ref{eq:balance}). The equation becomes linear in $1/N$:
\begin{equation}
\frac{d}{dz}\frac1N=\frac{k}{v}\,\frac{N(N-\Delta)}{N^2}=\frac kv\left(1-\frac{\Delta}{N}\right).
\end{equation}
With $y=N_0/N$ and $\delta=\Delta/N_0=1-M_0/N_0$,
\begin{equation}
\frac{dy}{dx}=1-\delta y,\qquad y(0)=1 .
\end{equation}
Multiplying by $e^{\delta x}$ gives $d(ye^{\delta x})/dx=e^{\delta x}$. Integrating from 0 to $x$ and dividing by $e^{\delta x}$,
\begin{equation}
\frac{N_0}{N}=e^{-\delta x}+\int_0^x e^{-\delta s}\,ds . \label{eq:integral}
\end{equation}
For $\delta=0$ the right side is $1+x$, which is (\ref{eq:equal}). For $\delta\neq0$ the integral is $(1-e^{-\delta x})/\delta$, and
\begin{equation}
N=\frac{N_0\,\delta}{1-(1-\delta)e^{-\delta x}} . \label{eq:general}
\end{equation}

\emph{Excess NO.} Let $\delta=-\epsilon$ with $\epsilon>0$. Changing the sign of numerator and denominator,
\begin{equation}
N=\frac{N_0\,\epsilon}{(1+\epsilon)e^{\epsilon x}-1}\;\longrightarrow\;\frac{\epsilon N_0}{1+\epsilon}\,e^{-\epsilon x}.
\end{equation}
Since $\epsilon x=k(M_0-N_0)z/v$, the atoms die exponentially, at the rate set by the NO that will be left over.

\emph{Excess N.} For $0<\delta<1$ the exponential in (\ref{eq:general}) vanishes and $N\to N_0\delta=\Delta$. Some atoms find no partner. The NO density follows from (\ref{eq:general}) as
\begin{equation}
M=N-\delta N_0=N\left(1-\delta y\right)=N(1-\delta)e^{-\delta x},
\end{equation}
so here it is NO that disappears exponentially.

For 10\% excess NO, $\epsilon=0.1$ and $\epsilon x=1.8$ at the exit, so
\begin{equation}
N(L)=\frac{1.0\times10^{12}}{1.1\,e^{1.8}-1}\ \mathrm{cm^{-3}}=1.8\times10^{11}\ \mathrm{cm^{-3}} .
\end{equation}
The densities along the tube, in cm$^{-3}$, are:

\begin{center}
\begin{tabular}{rccc}
$z$ (cm) & equal & 10\% excess NO & double NO\\
5 & $4.0\times10^{12}$ & $3.6\times10^{12}$ & $1.3\times10^{12}$\\
20 & $1.4\times10^{12}$ & $1.0\times10^{12}$ & $1.2\times10^{10}$\\
60 & $5.3\times10^{11}$ & $1.8\times10^{11}$ & $7.6\times10^{4}$
\end{tabular}
\end{center}

With double NO the exit density is lower than with equal dosing by nearly seven powers of ten. That last entry is a result of the ideal model, not a forecast for a real tube: the parabolic flow profile of part (g), applied to this case with NO entering uniformly, raises the area-averaged density about fourfold.

The integral form (\ref{eq:integral}) also bears on how a titration is read. At fixed $N_0$ and $z>0$, adding NO lowers $\delta$. Both terms on the right then grow, so $N$ falls steadily and passes through the non-zero value (\ref{eq:equal}) at $M_0=N_0$. In this model, an end point taken as the NO flow at which a downstream detector loses the N signal therefore lies at $M_0>N_0$ if the detector can still see the density (\ref{eq:equal}). Equating the two flows would then overestimate $N_0$.

\section*{Part (d): how accurate must the dosing be?}

\textbf{Question.} For a small mismatch $\delta$ at fixed $N_0$, find the first-order relative change of $N(z)$. Estimate how far downstream the algebraic law survives a 1\% mismatch.

\textbf{Answer.} Expand (\ref{eq:integral}) for $|\delta|x\ll1$, using $e^{-\delta s}\simeq1-\delta s$:
\begin{equation}
\frac{N_0}{N}\simeq(1-\delta x)+\left(x-\frac{\delta x^2}{2}\right)
=(1+x)\left[1-\delta\,\frac{x+x^2/2}{1+x}\right].
\end{equation}
Taking the reciprocal to first order, and writing $N_{\rm eq}=N_0/(1+x)$,
\begin{equation}
\frac{N-N_{\rm eq}}{N_{\rm eq}}\simeq\delta\,\frac{x+x^2/2}{1+x}.
\end{equation}
At the exit the factor is $(18+162)/19=9.5$. A dosing error of 1\% of $N_0$ changes the residual density by about 9.5\%, upwards if there is too little NO. A mismatch that is small beside $N_0$ need not be small beside the residue $N_0/(1+x)$, and for large $x$ the factor grows as $x/2$.

The algebraic law fails once $|\delta|x$ reaches about 1, which is at
\begin{equation}
z\sim\frac{\ell}{|\delta|}=\frac{v}{k|\Delta|} .
\end{equation}
For a 1\% mismatch this is 333 cm, well beyond the tube. It is a crossover scale: at that distance the density is already 59\% above or 42\% below the algebraic law, depending on the sign of the mismatch. For the 10\% excess in part (c) it is 33 cm, inside the tube, and the last column but one of the table has left the algebraic law by the exit.

\section*{Part (e): loss of atoms at the wall}

\textbf{Question.} An N atom striking the wall is lost with probability $\gamma=10^{-5}$, while NO is not lost there. The mean thermal speed of N is $\bar c=6.73\times10^4$ cm/s. With $M_0=N_0$, find the NO density left far downstream and the final law of decay of $N$. Does the algebraic law hold in the tube?

\textbf{Answer.} For small $\gamma$ the density is nearly uniform over the cross-section. The wall receives $N\bar c/4$ atoms per unit area and time, and a cylinder has wall area $2/R$ per unit volume. The loss rate per atom is therefore
\begin{equation}
k_w=\gamma\,\frac{\bar c}{4}\,\frac2R=\frac{\gamma\bar c}{2R}
=\frac{10^{-5}\times6.73\times10^4}{2.5}\ \mathrm{s^{-1}}=0.269\ \mathrm{s^{-1}} .
\end{equation}
Follow a slice of gas, with $t=z/v$:
\begin{equation}
\frac{dM}{dt}=-kNM,\qquad \frac{dN}{dt}=-kNM-k_wN .
\end{equation}
Subtracting and integrating from equal initial values,
\begin{equation}
M-N=k_w\int_0^tN\,dt' . \label{eq:imbalance}
\end{equation}
The left side cannot exceed $N_0$, so $I=\int_0^\infty N\,dt$ is finite. Since $N$ decreases steadily, it must then tend to zero. Equation (\ref{eq:imbalance}) at $t\to\infty$ gives $M_\infty=k_wI$. Dividing the NO equation by $M$ and integrating gives $\ln(M_\infty/N_0)=-kI$. Eliminating $I$,
\begin{equation}
M_\infty=\frac{k_w}{k}\ln\frac{N_0}{M_\infty}.
\end{equation}
Let $w=\ln(N_0/M_\infty)$, so that $M_\infty=N_0e^{-w}$. Then $we^w=kN_0/k_w$, which defines $w$ as the Lambert function $W$ of the right side:
\begin{equation}
M_\infty=\frac{k_w}{k}\,W\!\left(\frac{kN_0}{k_w}\right)=4.8\times10^{10}\ \mathrm{cm^{-3}} .
\end{equation}
The wall has put NO in excess. Far downstream $dN/dt=-(k_w+kM_\infty)N$, an exponential decay with rate
\begin{equation}
\lambda=k_w+kM_\infty=(0.27+1.44)\ \mathrm{s^{-1}}=1.71\ \mathrm{s^{-1}} .
\end{equation}
Most of this rate comes from the leftover NO, not from the wall directly.

The algebraic law has the local decay rate $kN\simeq v/z$. It equals $\lambda$ at $z=v/\lambda=586$ cm, about ten tube lengths away. Inside the tube the algebraic law is therefore a good approximation: integrating the two equations to 60 cm gives an exit density 2.9\% below the lossless value. With $\gamma=10^{-4}$ the reduction is 26\%. Strictly, then, the algebraic tail belongs to the lossless model. With a weak wall loss of N alone, $k_w\ll kN_0$, it is an intermediate range, followed by an exponential.

\section*{Part (f): axial diffusion}

\textbf{Question.} Return to $\gamma=0$ and equal dosing. Let both species diffuse along the axis with the same coefficient $D_N=110$ cm$^2$/s. Find the first-order change in $N$, and decide whether the power $-1$ survives.

\textbf{Answer.} With equal coefficients and equal inlet densities, $M=N$ still solves the equations, and
\begin{equation}
v\frac{dN}{dz}=D_N\frac{d^2N}{dz^2}-kN^2 .
\end{equation}
In the small diffusion term use the leading result $dN/dz=-(k/v)N^2$. Differentiating it,
\begin{equation}
\frac{d^2N}{dz^2}=-\frac{2k}{v}N\frac{dN}{dz}=\frac{2k^2}{v^2}N^3 .
\end{equation}
Substituting, and dividing by $-vN^2$,
\begin{equation}
\frac{d}{dz}\frac1N=\frac kv\left(1-\frac{2D_NkN}{v^2}\right).
\end{equation}
In the correction, $\int_0^z(k/v)N\,dz'=\ln(1+x)$ to leading order. Hence
\begin{equation}
\frac1N\simeq\frac{1+x}{N_0}-\frac{2D_Nk}{v^2}\ln(1+x),\qquad
\frac{N-N_{\rm eq}}{N_{\rm eq}}\simeq\frac{2D_NkN_{\rm eq}}{v^2}\ln(1+x).
\end{equation}
The logarithm grows more slowly than $x$, so at this order the tail is still $v/(kz)$. At the exit the change is
\begin{equation}
\frac{2(110)(3.0\times10^{-11})(5.26\times10^{11})}{(1000)^2}\ln19=0.0102,
\end{equation}
an increase of 1.0\%. A numerical solution of the full diffusion equation, with $N(0)=N_0$ and $dN/dz=-(k/v)N^2$ imposed at the exit, also gives 1.0\%. This figure relies on the equal coefficients. If NO diffuses with 80 cm$^2$/s and the two densities are equal at $z=0$, the total fluxes of N and NO differ by about $(D_N-D_{\rm NO})kN_0/v^2=0.9\%$. This acts as a dosing error, and the exit density rises by 8.8\%. If instead the two total fluxes, flow plus diffusion, are equal to $vN_0$, the rise is 0.7\%. With diffusion, equal dosing must mean equal fluxes.

\section*{Part (g): the real tube}

\textbf{Question.} At these pressures the flow is laminar, with a parabolic profile, and the NO needs time to spread. Judge whether the plug-flow answer for equal dosing can be trusted, and name the assumptions to which it is most sensitive.

\textbf{Answer.} Axisymmetric radial unevenness of NO relaxes in about $R^2/(3.83^2D_{\rm NO})=1.3$ ms, where 3.83 is the first positive zero of the Bessel function $J_1$ and $D_{\rm NO}=80$ cm$^2$/s. The reaction time $1/(kN_0)$ is 3.3 ms. Axisymmetric mixing is faster, but not by a wide margin. A lopsided distribution relaxes more slowly than the reaction, in $R^2/(1.84^2D_{\rm NO})=5.8$ ms, where 1.84 is the first zero of $J_1'$. The transverse problem therefore has to be solved. For axisymmetric injection it reads:
\begin{equation}
2v\left(1-\frac{r^2}{R^2}\right)\frac{\partial N}{\partial z}
=\frac{D_N}{r}\frac{\partial}{\partial r}\left(r\frac{\partial N}{\partial r}\right)-kNM,
\end{equation}
with the same equation for $M$ with $D_{\rm NO}$, and no flux into the wall. Solved numerically for equal total flows of N and NO, it gives an area-averaged exit density 2.4\% above plug flow if NO enters uniformly, and 3.3\% above if NO enters within half the tube radius. In the second case the mean slope of $1/N$ between 60 and 120 cm is 0.99 of $k/v$. Less even injection raises the exit density further: by 4.4\% if NO enters within $R/10$ of the axis, and, with the angular diffusion term added, by 5.8\% if it enters within a disc of radius $R/4$ centred at $r=R/2$. The slope stays at 0.99 of $k/v$. The algebraic law thus survives the parabolic profile in this model.

The value used for $k$ is a rough room-temperature one. An error in $k$ passes almost fully into the residue, since (\ref{eq:equal}) gives $d\ln N/d\ln k=-x/(1+x)=-0.95$ at the exit. A value of $k$ larger by 30\% lowers the residue by 22\%, and one smaller by 30\% raises it by 40\%. Among the effects sized here for equal dosing, each taken alone, the flow corrections are of order 1 to 7 per cent, provided equal dosing means equal total flows of N and NO. Apart from the value of $k$, the assumptions that matter most here are equal dosing, where a 1\% error costs about 9.5\%, and a lossless wall, where the cost rises from 2.9\% to 26\% as $\gamma$ goes from $10^{-5}$ to $10^{-4}$. The value of $\gamma$ depends on the wall material and its treatment, so it should be determined for the tube in use before a measured tail is compared with (\ref{eq:equal}). The viscous pressure drop along the tube, about 0.04 Torr, changes the exit density by only about 0.1\% when $v$ is taken as the inlet speed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
pressure 2.0 Torr, temperature 300 K
tube radius 1.25 cm, length 60 cm
flow speed 1000 cm/s
inlet N density 1.00e+13 cm^-3
rate constant 3.00e-11 cm^3/s
gas density 6.438e+16 cm^-3
reaction length v/(k N0) 3.333 cm
reaction time 1/(k N0) 3.333 ms
residence time 60.0 ms, x at exit 18.00
z (cm); N (cm^-3) for equal NO, 10% excess NO, double NO:
     0  1.000e+13  1.000e+13  1.000e+13
     5  4.000e+12  3.597e+12  1.256e+12
    10  2.500e+12  2.063e+12  2.553e+11
    20  1.429e+12  9.957e+11  1.241e+10
    40  7.692e+11  3.771e+11  3.072e+07
    60  5.263e+11  1.768e+11  7.615e+04
halving distances (cm): 3.33 6.67 13.33 26.67
exit N, equal dosing 5.263e+11 cm^-3
exit N / inlet N 0.05263
asymptote v/(k L) 5.556e+11 cm^-3
far power of z, integrated -0.99990
10% excess NO: late decay rate 0.03000 cm^-1
exit change per 1% mismatch, first order 9.47 %
1% mismatch: algebraic range ends near 333 cm
N thermal speed 6.734e+04 cm/s
wall loss probabilities 1e-05 and 1e-04
wall rate, low probability 0.2694 s^-1
leftover NO, low probability 4.795e+10 cm^-3
final decay rate: formula 1.7078 s^-1
final decay rate: integrated 1.7078 s^-1
wall crossover distance 586 cm
changes of exit N relative to the plug-flow law:
  wall loss, low probability -2.90 %
  wall loss, high probability -25.55 %
  side reactions in the gas -0.06 %
  axial diffusion 1.00 %
  axial diffusion, first-order estimate 1.02 %
  laminar flow, NO uniform at inlet 2.38 %
  laminar flow, NO in core at inlet 3.34 %
  radial grid 20 to 40 cells, shift -0.003 %
laminar slope of 1/N over k/v, 60 to 120 cm 0.9921
diffusion coefficients N 110, NO 80 cm^2/s
radial mixing time of NO 1.33 ms
pressure drop 0.0415 Torr
adiabatic heating by the reaction 1.70 K
\end{verbatim}
